# What One Angstrom Does to Tunnelling Through a Silica Barrier: verification in Python

```python
"""
Result under test: thinning an opaque rectangular barrier by a length a
raises the transmission T by F = exp(2 kappa a), whatever the electrodes.
For phi = 3.15 eV, m = 0.42 and a = 1 angstrom, F is near 3.2.

Symbols (energies in eV, lengths in angstrom, masses in electron masses):
  phi    barrier top minus electron energy
  m      mass in the barrier;  ms  mass in both electrodes
  K      kinetic energy of the electron in the electrodes
  d      barrier thickness;    a   thickness removed
  kappa  decay constant sqrt(2 m phi)/hbar
  u, v   kappa/m in the barrier and k/ms in the electrodes
  G      (u/v + v/u)^2/4, so that 1/T = 1 + G sinh(kappa d)^2
The independent road integrates the Schroedinger equation numerically,
with psi and psi'/mass continuous at the faces.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

HBAR2_OVER_ME = const.hbar**2 / const.m_e / const.e * 1e20  # eV angstrom^2


def decay_constant(phi, m):
    return np.sqrt(2 * m * phi / HBAR2_OVER_ME)


def thinning_factor(phi, m, a):
    return np.exp(2 * decay_constant(phi, m) * a)


def mismatch(phi, m, K, ms):
    u = decay_constant(phi, m) / m
    v = np.sqrt(2 * K / (ms * HBAR2_OVER_ME))
    return (u / v + v / u)**2 / 4


def formula_T(d, phi, m, K, ms):
    s = np.sinh(decay_constant(phi, m) * d)
    return 1 / (1 + mismatch(phi, m, K, ms) * s**2)


def numerical_T(d, phi, m, K, ms):
    """Integrate (psi, psi'/mass) back from a unit transmitted wave."""
    v = np.sqrt(2 * ms * K / HBAR2_OVER_ME) / ms

    def slope(x, y):
        return np.array([m * y[1], 2 * phi / HBAR2_OVER_ME * y[0]])

    start = np.array([1.0 + 0j, 1j * v])
    sol = solve_ivp(slope, (d, 0.0), start, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    psi, w = sol.y[:, -1]
    incident = (psi + w / (1j * v)) / 2
    reflected = (psi - w / (1j * v)) / 2
    # current conservation: incident = reflected + transmitted
    balance = abs(incident)**2 - abs(reflected)**2
    assert abs(balance - 1) < 1e-7 * abs(incident)**2
    return 1 / abs(incident)**2


def numerical_ratio(d, a, phi, m, K, ms):
    return (numerical_T(d - a, phi, m, K, ms)
            / numerical_T(d, phi, m, K, ms))


def ratio_bounds(d, a, phi, m):
    kap = decay_constant(phi, m)
    low = (np.cosh(kap * d) / np.cosh(kap * (d - a)))**2
    high = (np.sinh(kap * d) / np.sinh(kap * (d - a)))**2
    return low, high


phi, m, a = 3.15, 0.42, 1.0
d, K, ms = 10.0, 0.1, 1.0
kappa = decay_constant(phi, m)
F = thinning_factor(phi, m, a)

# Transmission formula, and bounds on the ratio, for varied electrodes
for thickness in (2.0, 5.0, 10.0):
    low, high = ratio_bounds(thickness, a, phi, m)
    assert low < F < high
    for energy in (0.05, 0.1, 1.0):
        for mass in (0.2, 1.0):
            T_num = numerical_T(thickness, phi, m, energy, mass)
            T_for = formula_T(thickness, phi, m, energy, mass)
            assert abs(T_num / T_for - 1) < 1e-7
            R = numerical_ratio(thickness, a, phi, m, energy, mass)
            assert low < R < high

# The bounds are reached: matched velocities (G = 1) and slow electrons
thin = 2.0
thin_low, thin_high = ratio_bounds(thin, a, phi, m)
K_matched = HBAR2_OVER_ME * ms * (kappa / m)**2 / 2
R_matched = numerical_ratio(thin, a, phi, m, K_matched, ms)
R_slow = numerical_ratio(thin, a, phi, m, 1e-5, ms)
assert abs(R_matched / thin_low - 1) < 1e-7
assert abs(R_slow / thin_high - 1) < 1e-4  # K is small but not zero

# Main result: the integrated equation gives the exponential factor
T_thick = numerical_T(d, phi, m, K, ms)
T_thinned = numerical_T(d - a, phi, m, K, ms)
R_main = T_thinned / T_thick
low, high = ratio_bounds(d, a, phi, m)
assert abs(R_main / F - 1) < 1e-4  # remainder is of order exp(-2 kappa 9)
assert abs(R_main - 3.2) < 0.06

# Barrier counted from the band edge: the electron's energy lowers phi
phi_edge = phi - K
F_edge = thinning_factor(phi_edge, m, a)
R_edge = numerical_ratio(d, a, phi_edge, m, K, ms)
assert abs(R_edge / F_edge - 1) < 1e-4
assert abs(R_edge - 3.2) < 0.06 and R_edge < R_main

# Larger removals, thickness per decade, and the free mass
R_three = numerical_ratio(d, 3 * a, phi, m, K, ms)
assert abs(R_three / F**3 - 1) < 1e-3
decade = np.log(10) / (2 * kappa)
R_decade = numerical_ratio(d, decade, phi, m, K, ms)
assert abs(R_decade / 10 - 1) < 1e-3
F_free = thinning_factor(phi, 1.0, a)
R_free = numerical_ratio(d, a, phi, 1.0, K, ms)
assert abs(R_free / F_free - 1) < 1e-4

R_thin = numerical_ratio(thin, a, phi, m, K, ms)
assert abs(R_thin / F - 1) > 0.2  # the exponential rule fails here

print(f"hbar^2/m_e = {HBAR2_OVER_ME:.5f} eV angstrom^2")
print(f"barrier above electron energy phi = {phi:.2f} eV")
print(f"barrier mass m = {m:.2f} electron masses")
print(f"thickness removed a = {a:.1f} angstrom")
print(f"kappa^2 = {kappa**2:.5f} angstrom^-2")
print(f"kappa = {kappa:.5f} angstrom^-1")
print(f"exponent 2 kappa a = {2*kappa*a:.4f} (no unit)")
print(f"factor F = exp(2 kappa a) = {F:.4f} (no unit)")
print(f"electrode mass ms = {ms:.1f} electron masses")
print(f"electrode kinetic energy K = {K:.2f} eV")
print(f"mismatch factor G = {mismatch(phi, m, K, ms):.3f} (no unit)")
print(f"initial thickness d = {d:.1f} angstrom")
print(f"integrated T at {d:.0f} angstrom = {T_thick:.4e} (no unit)")
print(f"integrated T at {d-a:.0f} angstrom = {T_thinned:.4e} (no unit)")
print(f"ratio of these T = {R_main:.5f} (no unit)")
print(f"lower bound on ratio = {low:.5f} (no unit)")
print(f"upper bound on ratio = {high:.5f} (no unit)")
print(f"band-edge reading: phi = {phi_edge:.2f} eV")
print(f"band-edge reading: F = {F_edge:.4f} (no unit)")
print(f"band-edge reading: integrated ratio = {R_edge:.4f} (no unit)")
print(f"removing 3 angstrom: F^3 = {F**3:.2f} (no unit)")
print(f"removing 3 angstrom: integrated ratio = {R_three:.2f} (no unit)")
print(f"thickness per decade of T = {decade:.3f} angstrom")
print(f"free mass in barrier: F = {F_free:.3f} (no unit)")
print(f"free mass: integrated ratio = {R_free:.3f} (no unit)")
print(f"thin barrier, initial thickness = {thin:.1f} angstrom")
print(f"thin barrier: integrated ratio = {R_thin:.3f} (no unit)")
print(f"thin barrier: lower bound = {thin_low:.3f} (no unit)")
print(f"thin barrier: upper bound = {thin_high:.3f} (no unit)")
print("every check passed")
```

It prints:

```
hbar^2/m_e = 7.61996 eV angstrom^2
barrier above electron energy phi = 3.15 eV
barrier mass m = 0.42 electron masses
thickness removed a = 1.0 angstrom
kappa^2 = 0.34725 angstrom^-2
kappa = 0.58928 angstrom^-1
exponent 2 kappa a = 1.1786 (no unit)
factor F = exp(2 kappa a) = 3.2497 (no unit)
electrode mass ms = 1.0 electron masses
electrode kinetic energy K = 0.10 eV
mismatch factor G = 19.253 (no unit)
initial thickness d = 10.0 angstrom
integrated T at 10 angstrom = 1.5819e-06 (no unit)
integrated T at 9 angstrom = 5.1408e-06 (no unit)
ratio of these T = 3.24976 (no unit)
lower bound on ratio = 3.24955 (no unit)
upper bound on ratio = 3.24977 (no unit)
band-edge reading: phi = 3.05 eV
band-edge reading: F = 3.1890 (no unit)
band-edge reading: integrated ratio = 3.1891 (no unit)
removing 3 angstrom: F^3 = 34.32 (no unit)
removing 3 angstrom: integrated ratio = 34.33 (no unit)
thickness per decade of T = 1.954 angstrom
free mass in barrier: F = 6.163 (no unit)
free mass: integrated ratio = 6.163 (no unit)
thin barrier, initial thickness = 2.0 angstrom
thin barrier: integrated ratio = 5.021 (no unit)
thin barrier: lower bound = 2.277 (no unit)
thin barrier: upper bound = 5.557 (no unit)
every check passed
```
